\section*{The Wigner tunnelling factor near room temperature and its limits}

\section*{Problem}

Radicals in a processing plasma remove hydrogen atoms from molecules in the gas. A quantum-chemical calculation gives the saddle point of such a reaction one imaginary frequency, here $1000\,i\ \mathrm{cm^{-1}}$. The reactants are thermal, at $300\ \mathrm{K}$.

\begin{enumerate}
\item[(a)] Calculate the leading Wigner tunnelling factor.
\item[(b)] Derive the formula from the transmission of a parabolic barrier.
\item[(c)] Decide from the derivation whether the number can be used as a quantitative correction to the rate.
\item[(d)] Take a barrier $0.3\ \mathrm{eV}$ high, equally high from both sides. What does its finite height change?
\end{enumerate}

The motion is treated as one-dimensional, along a reaction coordinate $x$ with effective mass $m$, separable from all other motions. A system that has crossed does not return. If $V(x)$ has its maximum $V_0$ at $x=0$, define the positive angular frequency $\omega=\sqrt{-V''(0)/m}$; the word ``imaginary'' records the negative curvature. The factor $\kappa$ is the thermal flux through the barrier in quantum mechanics divided by the classical flux over the same barrier.

\section*{Hints}

\begin{enumerate}
\item The wavenumber $\tilde\nu$ is an ordinary one, so $\hbar\omega=hc\tilde\nu$. Compare this energy with $k_BT$.
\item For (b), scale the variables so that the Hamiltonian is $(p^2-x^2)/2$. The combinations $p+x$ and $p-x$ grow and decay exponentially in time. One of them labels where the particle goes, the other where it came from.
\item Integrate the thermal average by parts. It becomes the mean of an exponential over a narrow, even distribution.
\item For (c), a first correction is useful when the second is much smaller. Calculate the second, then the whole sum.
\item For (d), ask which energies the parabola uses that a real reactant cannot have, and whether a real barrier is wider or narrower than its parabola.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The number}

The formula, derived in (b), is
\begin{equation}
\kappa_W=1+\frac{u^2}{24},\qquad u=\frac{\hbar\omega}{k_BT}=\frac{hc\tilde\nu}{k_BT}.
\label{eq:wigner}
\end{equation}
The two energies are $\hbar\omega=0.12398\ \mathrm{eV}$ and $k_BT=0.02585\ \mathrm{eV}$. Hence
\begin{equation}
u=\frac{0.12398}{0.02585}=4.796,\qquad
\kappa_W=1+\frac{23.00}{24}=1.958 .
\end{equation}
To three figures the factor is $1.96$. The correction, $0.958$, is almost as large as the classical term to which it is added.

\subsection*{(b) Where the formula comes from}

\paragraph{Thermal average.} In one dimension the reactant states in $dp$ number $dp/(2\pi\hbar)$ per unit length and move with velocity $p/m$. Since $(p/m)\,dp=dE$, the flux arriving in $dE$ is proportional to $e^{-\beta E}dE$, with $\beta=1/k_BT$. Let $P(E)$ be the transmission probability. Classically it is a step at $V_0$, so
\begin{equation}
\kappa=\frac{\int P(E)\,e^{-\beta E}dE}{\int_{V_0}^{\infty}e^{-\beta E}dE}
=\beta\int P(E)\,e^{-\beta(E-V_0)}dE .
\label{eq:average}
\end{equation}

\paragraph{Transmission of the parabola.} Replace $V$ by $V_0-m\omega^2x^2/2$. Measure $x$ in $\sqrt{\hbar/m\omega}$, $p$ in $\sqrt{m\hbar\omega}$ and energy from the top in $\hbar\omega$, so that $\varepsilon=(E-V_0)/\hbar\omega$ and $[x,p]=i$. Then $H=(p^2-x^2)/2$. Define
\begin{equation}
a=\frac{p+x}{\sqrt2},\qquad b=\frac{p-x}{\sqrt2}.
\end{equation}
Their commutator is $[a,b]=\tfrac12(-[p,x]+[x,p])=i$. In the sum $ab+ba$ the cross terms $xp$ and $px$ cancel, which leaves $p^2-x^2$, so $H=(ab+ba)/2$.

The classical equations $\dot x=p$, $\dot p=x$ give $\dot a=a$ and $\dot b=-b$. At late times $a$ dominates and $x\simeq a/\sqrt2$: positive $a$ means transmitted to the right, negative $a$ reflected to the left. At early times $b$ dominates and $x\simeq-b/\sqrt2$, so positive $b$ means arrival from the left.

Let $b$ act by multiplication. Then $a=i\,d/db$, and $H\phi=\varepsilon\phi$ reads
\begin{equation}
i\left(b\frac{d\phi}{db}+\frac{\phi}{2}\right)=\varepsilon\phi
\quad\Rightarrow\quad \phi(b)=b^{-i\varepsilon-1/2}\quad(b>0).
\end{equation}
Setting $\phi=0$ for $b<0$ excludes arrival from the right. The same state as a function of $a$ is the Fourier transform
\begin{equation}
\psi(a)=\frac{1}{\sqrt{2\pi}}\int_0^\infty b^{-i\varepsilon-1/2}e^{iab}\,db ,
\end{equation}
understood with a vanishingly weak damping at large $b$. Rotate the path of integration by $b=\pm iy/|a|$, with the upper sign for $a>0$ and the lower for $a<0$. In both cases $e^{iab}=e^{-y}$, and
\begin{equation}
\psi(a)=\frac{\Gamma(\tfrac12-i\varepsilon)}{\sqrt{2\pi}}
\left(\frac{\pm i}{|a|}\right)^{1/2-i\varepsilon}.
\end{equation}
Because $\pm i=e^{\pm i\pi/2}$, the modulus of $(\pm i)^{1/2-i\varepsilon}$ is $e^{\pm\pi\varepsilon/2}$. The outgoing flux is $|a|\,|\psi|^2$, since $|\dot a|=|a|$. Transmitted and reflected fluxes therefore stand in the ratio $e^{\pi\varepsilon}/e^{-\pi\varepsilon}=e^{2\pi\varepsilon}$. They add up to the incoming flux, so $P/(1-P)=e^{2\pi\varepsilon}$, or
\begin{equation}
P=\frac{1}{1+e^{-2\pi\varepsilon}} .
\label{eq:P}
\end{equation}
At the top $P=1/2$; far above it $P\to1$, and far below it $P\simeq e^{-2\pi|\varepsilon|}$.

\paragraph{Expansion.} With $\beta(E-V_0)=u\varepsilon$, equation (\ref{eq:average}) becomes $\kappa=u\int_{-\infty}^{\infty}P\,e^{-u\varepsilon}d\varepsilon$. Integrate by parts, using $u\,e^{-u\varepsilon}=-d(e^{-u\varepsilon})/d\varepsilon$. The boundary term vanishes at $+\infty$. At $-\infty$ it behaves as $e^{(2\pi-u)\varepsilon}$ and vanishes if $u<2\pi$. Then
\begin{equation}
\kappa=\int_{-\infty}^{\infty}\frac{dP}{d\varepsilon}\,e^{-u\varepsilon}d\varepsilon,
\qquad \frac{dP}{d\varepsilon}=\frac{\pi}{2\cosh^2(\pi\varepsilon)} .
\label{eq:parts}
\end{equation}
The density $dP/d\varepsilon$ is even and has unit area. In the expansion of $e^{-u\varepsilon}$ the linear term averages to zero, and the quadratic one needs
\begin{align}
\langle\varepsilon^2\rangle
&=2\int_0^\infty\varepsilon^2\frac{dP}{d\varepsilon}\,d\varepsilon
=4\int_0^\infty\varepsilon\,(1-P)\,d\varepsilon
=4\int_0^\infty\frac{\varepsilon\,d\varepsilon}{e^{2\pi\varepsilon}+1}\nonumber\\
&=\frac{1}{\pi^2}\int_0^\infty\frac{y\,dy}{e^y+1}
=\frac{1}{\pi^2}\left(1-\frac1{4}+\frac1{9}-\dots\right)
=\frac{1}{\pi^2}\,\frac{\pi^2}{12}=\frac1{12}.
\end{align}
The second step is another integration by parts, and the fourth puts $y=2\pi\varepsilon$. Therefore $\kappa=1+\tfrac12u^2\cdot\tfrac1{12}+\dots$, which is (\ref{eq:wigner}). Energies below the top gain more from the Boltzmann factor than those above it lose; this asymmetry is the Wigner correction. The derivation needs $u$ to be small, and here $u$ is $4.8$.

\subsection*{(c) Can the number be used?}

The thermal integral of the parabola can be done in full. Put $t=e^{-2\pi\varepsilon}$, so that $d\varepsilon=-dt/(2\pi t)$ and $e^{-u\varepsilon}=t^{s}$ with $s=u/2\pi$:
\begin{equation}
\kappa_P=s\int_0^\infty\frac{t^{s-1}}{1+t}\,dt=\frac{\pi s}{\sin\pi s}
=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi .
\label{eq:full}
\end{equation}
The integral is the standard one, equal to $\pi/\sin\pi s$ for $0<s<1$. To expand the result, write $z=u/2$ and divide:
\begin{equation}
\frac{z}{\sin z}=\frac{1}{1-\left(\frac{z^2}{6}-\frac{z^4}{120}+\dots\right)}
=1+\frac{z^2}{6}+\left(\frac1{36}-\frac1{120}\right)z^4+\dots
=1+\frac{u^2}{24}+\frac{7u^4}{5760}+\dots
\end{equation}
For $u=4.796$ the successive corrections and partial sums are
\begin{center}
\begin{tabular}{lcc}
order & term & sum so far\\
$u^2$ & 0.958 & 1.958\\
$u^4$ & 0.643 & 2.601\\
$u^6$ & 0.390 & 2.991\\
$u^8$ & 0.230 & 3.221
\end{tabular}
\end{center}
and the full value is $\kappa_P=3.54$. The first neglected term is two thirds of the one retained. The series does converge, but slowly: the nearest zeros of the denominator in (\ref{eq:full}), apart from the cancelled one at $u=0$, lie at $u=\pm2\pi$, so the ratio of successive terms tends to $(u/2\pi)^2=0.58$. The Wigner factor gives $55\%$ of the parabolic result from which it was derived.

Three features of (\ref{eq:full}) show what kind of regime this is.

First, $\kappa_P$ diverges at $u=2\pi$, that is, at
\begin{equation}
T_c=\frac{\hbar\omega}{2\pi k_B}=229\ \mathrm{K}.
\end{equation}
The gas is at $1.31\,T_c$. Below $T_c$ the Boltzmann factor grows faster with depth than the parabola's transmission falls, and the integral has no finite value. The polynomial $\kappa_W$ passes through $T_c$ smoothly and gives no warning.

Secondly, energies below the top supply $79\%$ of the parabola's thermal flux. Tunnelling is then the main route within this model, and not a small addition to passage over the top.

Thirdly, the parabolic result is very sensitive to the frequency. At fixed temperature, a change from $900$ to $1100\ \mathrm{cm^{-1}}$ moves $\kappa_W$ from $1.78$ to $2.16$, but $\kappa_P$ from $2.59$ to $5.46$, because $\sin(u/2)$ is approaching its zero. The $0.3\ \mathrm{eV}$ barrier of (d) has no such divergence, and its factor moves less, from $2.37$ to $3.63$. The steadiness of $\kappa_W$ reflects the truncation and is no evidence of accuracy.

The value $1.96$ is thus a correct evaluation of (\ref{eq:wigner}) outside the range where its first correction suffices. It says that tunnelling matters; it does not say reliably by how much.

\subsection*{(d) A barrier of finite height}

It would be wrong to replace $1.96$ by $3.54$ and stop. The parabola falls without limit, whereas reactants have no states below their own potential level. A smooth barrier with forward height $V_1$ and reverse height $V_2$ is
\begin{equation}
V=As+Bs(1-s),\qquad s=\frac{1}{1+e^{-x/L}},
\label{eq:eckart}
\end{equation}
with $A=V_1-V_2$ and $B=(\sqrt{V_1}+\sqrt{V_2})^2$. It runs from $0$ on the reactant side to $A$ on the product side. The condition $dV/ds=A+B-2Bs=0$ puts the maximum at
\begin{equation}
s_m=\frac{A+B}{2B}=\frac{\sqrt{V_1}}{\sqrt{V_1}+\sqrt{V_2}},\qquad
V(s_m)=Bs_m^2=V_1 .
\end{equation}
Since $ds/dx=s(1-s)/L$ and $dV/ds=0$ there, the curvature at the top is
\begin{equation}
\frac{d^2V}{dx^2}=-2B\,\frac{s_m^2(1-s_m)^2}{L^2}=-\frac{2V_1V_2}{BL^2}.
\end{equation}
Setting it equal to $-m\omega^2$ fixes $L^2=2V_1V_2/(Bm\omega^2)$. In the scaled units of (b) the mass disappears, and $\kappa$ depends on $u$, $V_1/\hbar\omega$ and $V_2/\hbar\omega$.

The transmission was found by integrating $\psi''=2(V-E)\psi$ numerically in those units (Numerov's method), from a single outgoing wave of unit amplitude on the product side back to the reactants. If the incoming wave there has amplitude $I$, then $P=k_{\rm out}/(k_{\rm in}|I|^2)$, where $k_{\rm in}$ and $k_{\rm out}$ are the wavenumbers on the two sides. Equation (\ref{eq:average}) was then integrated numerically over the energies at which both sides are open. For symmetric barriers, $V_1=V_2=V_0$, with frequency and temperature held fixed:
\begin{center}
\begin{tabular}{lcccc}
$V_0$ (eV) & 0.05 & 0.10 & 0.30 & 1.00\\
$\kappa$ & 2.37 & 2.59 & 2.91 & 3.24
\end{tabular}
\end{center}
For the barrier of $0.3\ \mathrm{eV}$ the factor is $2.91$. The Wigner value is $33\%$ below it, and the parabolic value $22\%$ above it.

The missing low energies are not the main reason for the fall from $3.54$ to $2.91$: energies more than $0.3\ \mathrm{eV}$ below the top carry $2.5\%$ of the parabola's flux. The shape matters more. For $V_1=V_2$, (\ref{eq:eckart}) is $V_0\,\mathrm{sech}^2(x/2L)=V_0[1-\tanh^2(x/2L)]$, and the parabola with the same top is $V_0[1-(x/2L)^2]$. As $\tanh^2q\le q^2$, the finite barrier is nowhere below its parabola. It is wider at each energy below the top, which raises the semiclassical exponent $2\int\sqrt{2m(V-E)}\,dx/\hbar$ and suppresses deep tunnelling. The argument does not reach energies close to the top: within about $\hbar\omega/2$ of it, the $0.3\ \mathrm{eV}$ barrier transmits more than its parabola, by up to roughly $10\%$, but at $300\ \mathrm{K}$ this gain is smaller than the loss at depth.

\paragraph{The real case.} The gas in a reactor need not be at $300\ \mathrm{K}$, since a discharge can heat it. At $400\ \mathrm{K}$ the factor for the $0.3\ \mathrm{eV}$ barrier falls from $2.91$ to $1.81$. The barrier height must also be known well. Since the rate varies as $\kappa e^{-V_0/k_BT}$, replacing $1.96$ by $2.91$ at $300\ \mathrm{K}$ has the same effect as lowering the barrier by $k_BT\ln(2.906/1.958)=0.010\ \mathrm{eV}$. A better tunnelling factor is of little use if the barrier is less certain than that. Tunnelling paths that cut the corner of a curved reaction path, recrossing, and fast atoms from dissociation are outside this model, and their effect is not estimated here.

\section*{Variation 1: a warmer gas}

\emph{Keep the frequency and the symmetric $0.3\ \mathrm{eV}$ barrier. At what temperature does the Wigner factor become useful?}

At fixed $\omega$, $u$ varies as $1/T$. The same calculations give
\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $u$ & $\kappa_W$ & $\kappa_P$ & $\kappa$, 0.3 eV\\
300 & 4.80 & 1.958 & 3.542 & 2.906\\
400 & 3.60 & 1.539 & 1.846 & 1.813\\
500 & 2.88 & 1.345 & 1.451 & 1.471\\
1000 & 1.44 & 1.086 & 1.092 & 1.115
\end{tabular}
\end{center}
Solving $\kappa_W=0.95\,\kappa_P$ numerically gives $u=2.60$, or $553\ \mathrm{K}$ for this frequency. Above that temperature the truncation costs less than $5\%$ of the parabolic value. The $0.3\ \mathrm{eV}$ barrier itself asks for a warmer gas: at $553\ \mathrm{K}$ the Wigner factor is still about $7\%$ below the factor of that barrier, and it comes within $5\%$ only near $640\ \mathrm{K}$.

The last column shows something the series cannot. At $500$ and $1000\ \mathrm{K}$ the finite barrier gives more than the parabola, although at $300\ \mathrm{K}$ it gives less. The width argument in (d) concerns deep tunnelling; in a hot gas, energies near and above the top carry more weight, and there the argument does not decide the sign. Raising the barrier to $1\ \mathrm{eV}$ at $1000\ \mathrm{K}$, with the curvature unchanged, brings the factor down from $1.115$ to $1.099$, closer to the parabolic $1.092$. The excess thus shrinks as the top becomes more nearly parabolic on the scale of $\hbar\omega$ and $k_BT$. For a given finite barrier, $\kappa_W$ need not become exact even in its small correction; at $1000\ \mathrm{K}$ the remaining error is about $2.5\%$ of the total factor.

\section*{Variation 2: an endothermic reaction}

\emph{Keep $1000\ \mathrm{cm^{-1}}$, $300\ \mathrm{K}$ and the forward barrier of $0.3\ \mathrm{eV}$, but let the reverse barrier be $0.1\ \mathrm{eV}$. What changes?}

The Wigner factor does not change, because it contains the curvature at the top and no other property of the barrier. The products now lie $A=0.2\ \mathrm{eV}$ above the reactants, and a reactant with less energy than this cannot end as a product, however thin the barrier. Tunnelling is confined to the upper $0.1\ \mathrm{eV}$. With (\ref{eq:eckart}) and the same numerical method, $\kappa=2.43$, against $2.91$ for the symmetric barrier. The closed channel and the altered shape both contribute to this difference, and the calculation does not separate them.

The reverse, exothermic reaction has the same factor. At a given total energy the transmission probability is equal from both sides, because the Wronskian of the two scattering solutions is the same at both ends of the barrier. In (\ref{eq:average}) energy enters the Boltzmann factor relative to the top, which the two directions share. Tunnelling therefore multiplies both rates equally and leaves the equilibrium constant unchanged, as thermodynamics requires.
